# Why Bulk Hexagonal Boron Nitride Luminesces Efficiently Despite Its Indirect Gap

## 1. What symmetry and dimensions fix

In a perfect crystal, crystal momentum is conserved. The lowest exciton of bulk hexagonal boron nitride carries a momentum $Q$ comparable with the size of the Brillouin zone. A photon of about 6 eV carries almost none, so the exciton cannot turn into a photon alone. A phonon can take up the difference. The leading radiative amplitude is then first order in the exciton-phonon coupling $g$ and first order in an optical dipole $d$.

The rate is the square of that amplitude. A dipole $d$ emitting photons of energy $E$ radiates at a rate of order $E^3d^2/[\varepsilon_0\hbar(\hbar c)^3]$. Since $g$ is an energy, the phonon can enter through $g$ divided by another energy, $W$:

$$\Gamma_r\sim\frac{E^3d^2}{\varepsilon_0\hbar(\hbar c)^3}\left(\frac{g}{W}\right)^2 .$$

The indirect gap therefore lowers the radiative rate by a factor; it does not set the efficiency. At low density the efficiency is

$$\eta=\frac{\Gamma_r}{\Gamma_r+\Gamma_{nr}}, \tag{1}$$

where $\Gamma_{nr}$ is the nonradiative rate. This is an internal efficiency: it counts photons created in the crystal, not those that escape from it. A moderate penalty $(g/W)^2$, a large $d$ and a small $\Gamma_{nr}$ all favour efficient emission, but only the ratio of the two rates matters. Here "efficient" means tens of per cent, in a clean crystal, at low temperature and under moderate excitation.

## 2. The borrowed dipole

Let the indirect exciton have energy $E_i$ and the bright direct exciton the transverse energy $E_T=E_i+\Delta$. The crystal has $N$ cells of volume $V$. Excitons are spin singlets, and the temperature is low enough that phonons are emitted but not absorbed.

Write the direct exciton as

$$|X\rangle=\frac1{\sqrt N}\sum_{R,r}\varphi(r)\,|e:R+r,\;h:R\rangle ,$$

with $e$ the electron, $h$ the hole and $\varphi$ normalized. Suppose light creates a pair with both particles in one cell, with dipole $\mu$. Each of the $N$ terms with $r=0$ contributes $\mu\varphi(0)/\sqrt N$, so the crystal's dipole is

$$\sqrt N\,\mu\varphi(0)\equiv\sqrt N\,d .$$

A phonon coupled locally to the exciton has the matrix element $g/\sqrt N$ between two exciton momenta, because its normal coordinate is spread over $N$ cells.

The indirect exciton first emits a phonon of energy $\hbar\Omega$ and virtually becomes the direct exciton. The energy denominator is

$$E_i-(E_T+\hbar\Omega)=-(\Delta+\hbar\Omega).$$

Then the direct exciton emits the photon. Multiplying the two matrix elements and dropping the overall sign gives

$$d_{\rm eff}=\frac{(g/\sqrt N)(\sqrt N d)}{\Delta+\hbar\Omega}=\frac{gd}{\Delta+\hbar\Omega}. \tag{2}$$

The crystal size cancels: the coherence of the direct exciton makes up for the dilution of the phonon. The photon energy is $E=E_i-\hbar\Omega$, so the denominator also equals $E_T-E$.

Equation (2) was tested by diagonalizing an exciton with local phonons on rings of 4, 6 and 8 sites. At a coupling of 2 meV the one-phonon emission strength agreed with $(d_{\rm eff}/d)^2$ within 1%, for three choices of $\Delta$ and $\hbar\Omega$.

## 3. From dipole to rate

The light inside the crystal is itself mixed with the direct exciton, so the refractive index must be treated consistently. In a field $\mathcal E e^{-iEt/\hbar}$ plus its conjugate, the resonant and antiresonant responses of the exciton give each cell the polarizability

$$\alpha=d^2\left(\frac1{E_T-E}+\frac1{E_T+E}\right)=\frac{2d^2E_T}{E_T^2-E^2}.$$

Adding $\alpha/(\varepsilon_0V)$ to the background permittivity $\varepsilon_b$ gives

$$n^2(E)=\varepsilon_b+\frac{2d^2}{\varepsilon_0V}\frac{E_T}{E_T^2-E^2}. \tag{3}$$

Take the medium as isotropic for now. The energy density of a wave in a dispersive medium is $\varepsilon_0|\mathcal E|^2[d(En^2)/dE+n^2]$. The bracket equals $2n\,n_g$, where $n_g=d(nE)/dE$. One quantum in the crystal volume $NV$ therefore has

$$|\mathcal E|^2=\frac{E}{2\varepsilon_0 n n_gNV}.$$

The exciton amplitude $b$ in this wave obeys $Eb=E_Tb-\sqrt N d\,\mathcal E\cos\theta$, with $\theta$ the angle between field and dipole. Hence

$$|b|^2=\frac{Nd^2|\mathcal E|^2\cos^2\theta}{(E_T-E)^2}.$$

The golden rule needs the density of modes. With $k=nE/\hbar c$ and $dk/dE=n_g/\hbar c$, each polarization has $NV\,n^2n_gE^2/[2\pi^2(\hbar c)^3]$ modes per unit energy. The average of $\cos^2\theta$, summed over two polarizations, is $2/3$. Thus

$$\Gamma=\frac{2\pi}{\hbar}\,\frac{g^2}{N}\,\frac{Nd^2}{(E_T-E)^2}\,\frac{E}{2\varepsilon_0nn_gNV}\,\frac{NVn^2n_gE^2}{2\pi^2(\hbar c)^3}\,\frac23 .$$

The group index and the volume cancel, and the numerical factors combine to $1/(3\pi)$:

$$\boxed{\Gamma=\frac{n(E)\,E^3d_{\rm eff}^2}{3\pi\varepsilon_0\hbar(\hbar c)^3}} \tag{4}$$

A separate golden-rule calculation, with the mixed exciton-photon modes found by numerical diagonalization, agreed with (4) to one part in $10^4$ for both lines below. This tests the algebra, not the restriction to one intermediate level: coupling that level to the vector potential instead of the field gives the same index but a rate larger by $(E_T/E)^2$, which is 8% and 11% for the two lines.

**Numbers.** The example uses rough round values in the regime of clean bulk hexagonal boron nitride at 10 K: $E_i=5.95$ eV, $\Delta=0.15$ eV, $d/e=0.06$ nm, $V=0.036$ nm³ and $\varepsilon_b=4$. Two phonon groups, at 0.08 and 0.17 eV, each have the assumed coupling $g=0.04$ eV.

For the first group, $(d_{\rm eff}/d)^2=(0.04/0.23)^2=0.030$ and $E=5.87$ eV. Equation (3) gives $n=3.47$, raised well above $\sqrt{\varepsilon_b}=2$ by the nearby direct exciton. With $e^2/\varepsilon_0=18.1$ eV nm,

$$\Gamma_1=\frac{3.47\,(5.87)^3\,(18.1)(0.06)^2\,(0.0302)}{3\pi\,(6.58\times10^{-16})(197.3)^3}\ {\rm s^{-1}}\approx2.9\times10^7\ {\rm s^{-1}}.$$

The second group has $(0.04/0.32)^2=0.016$, $E=5.78$ eV and $n=3.13$, which gives $1.3\times10^7$ s⁻¹. Together $\Gamma_r=4.2\times10^7$ s⁻¹, a radiative lifetime of 24 ns. The lower-energy phonon contributes more mainly because its denominator is smaller.

## 4. The nonradiative competitor

Could the crystal turn the whole exciton energy into heat without a defect? At 0.17 eV per phonon this takes about 35 quanta. Let the two electronic states have oscillator minima displaced relative to each other. The old ground state is then a coherent state of the new oscillator, an eigenstate of its lowering operator with eigenvalue $\sqrt S$ up to a phase. Its number amplitudes satisfy $\sqrt p\,c_p=\sqrt S\,c_{p-1}$, and normalization gives

$$|c_p|^2=e^{-S}\frac{S^p}{p!}. \tag{5}$$

With an electronic coupling $V_e$ and a density of states $1/\hbar\Omega$, the golden-rule estimate is $2\pi V_e^2|c_p|^2/(\hbar\,\hbar\Omega)$. Even for the generous choices $S=3$ and $V_e=1$ eV it is about $10^{-8}$ s⁻¹. At such displacements the factorial makes direct decay across the wide gap negligible. The conclusion depends on $S$: at $S=10$ the same estimate gives about $2.5\times10^7$ s⁻¹, comparable with the radiative rate. The example's own coupling corresponds to a much smaller displacement, $S=(g/\hbar\Omega)^2\approx0.06$ for the 0.17 eV phonon.

Traps remain. With trap density $N_t$ and capture coefficient $c_t$, $\Gamma_{nr}=c_tN_t$. The assumed values $c_t=10^{-7}$ cm³/s and $N_t=10^{15}$ cm⁻³ give $10^8$ s⁻¹, or 10 ns. Equation (1) becomes

$$\eta=\frac{0.419}{0.419+1}\approx30\%.$$

Radiation is the slower channel here, yet nearly a third of the excitons emit light. Their total lifetime is 7.0 ns, much shorter than the radiative lifetime, so a measured decay time alone does not give the radiative rate.

## 5. Weighing the causes

Each row below changes what it names and holds $E_i$, $g$ and the other settings fixed.

| Low-density case | Efficiency |
|---|---:|
| Reference | 30% |
| Direct exciton remote, $\Delta=1$ eV | 1.6% |
| Dispersive pair, smaller $d$ | 2.0% |
| Both of these | 0.11% |
| Traps raised to $10^{17}$ cm⁻³ | 0.42% |

**Nearness of the direct exciton.** Raising $\Delta$ to 1 eV lowers the sum of the two borrowed weights from $0.046$ to $(0.04/1.08)^2+(0.04/1.17)^2=0.0025$, a factor of 18. The index falls as well, by (3), so the radiative rate drops by about 25. For so remote a direct exciton other intermediate states may contribute, and the row is an estimate of this one-level model: with vector-potential coupling the drop is about 20 and the efficiency 2.3%.

**Compactness of the pair.** Since $d=\mu\varphi(0)$, $d^2$ is proportional to the probability of finding electron and hole in the same cell. To see how dispersion affects it, the relative motion was diagonalized on a square lattice of spacing 0.25 nm, with a softened Coulomb attraction and permittivity 5. Raising the pair's hopping energy from 0.5 to 3 eV lowered the contact probability from 0.56 to 0.042. Kinetic energy favours a spread-out pair, and flat bands weaken that tendency. The table applies this ratio of 13 to $d^2$; the lattice is an illustration, not a fit to boron nitride. Its compact pair has reduced mass 1.2 and binds by about 1 eV, far more than the 0.3 eV used in section 7, which the lattice reaches only at the 3 eV hopping. Starting instead from a reduced mass of 0.5 (hopping 1.2 eV), the contact probability is 0.17 and the ratio only about 4. The ratio depends on the softening length, here half a lattice spacing; a full spacing gives about 8. Any accompanying change of $g$ is ignored.

The two reductions do not multiply exactly. Either change alone already removes much of the index enhancement, and $n$ cannot fall below $\sqrt{\varepsilon_b}$ in (3) while $E<E_T$.

**Purity.** A hundredfold increase in traps makes $\Gamma_{nr}=10^{10}$ s⁻¹ and costs as much efficiency as a serious loss of radiative strength. Setting $c_tN_t=\Gamma_r$ puts the 50% point at $N_t\approx4\times10^{14}$ cm⁻³ for this capture coefficient. The favourable exciton structure is therefore not sufficient by itself.

**Phonon coupling.** Because $\Gamma_r\propto g^2$, halving $g$ gives 9.5% and doubling it gives 63%. The doubled coupling strains second order: on a ring the one-phonon strength at 0.08 eV falls about 20% below it and two-phonon emission adds about 40%, which puts the efficiency between 59% and 65%. The assumed value of $g$ strongly affects the predicted efficiency.

## 6. Excitation density

When two excitons meet, one may be destroyed. With uniform generation $G$, annihilation coefficient $\gamma$ and $\Gamma=\Gamma_r+\Gamma_{nr}$,

$$\frac{dX}{dt}=G-\Gamma X-\gamma X^2 . \tag{6}$$

In the steady state $\gamma X^2+\Gamma X-G=0$. Taking the positive root and multiplying numerator and denominator by $\sqrt{\Gamma^2+4\gamma G}+\Gamma$ gives

$$X=\frac{2G}{\Gamma+\sqrt{\Gamma^2+4\gamma G}},\qquad \eta=\frac{\Gamma_rX}{G}. \tag{7}$$

For small $G$, $X\to G/\Gamma$ and (1) returns. For large $G$, $X\to\sqrt{G/\gamma}$ and the efficiency falls as $\Gamma_r/\sqrt{\gamma G}$.

Take $\gamma=10^{-7}$ cm³/s, also assumed. At $G=10^{22}$ cm⁻³/s the density is $6.7\times10^{13}$ cm⁻³ and the efficiency 28%, close to the low-density value. At $10^{24}$ cm⁻³/s it is 11%.

After a short pulse creating a density $X_0$, $G=0$. The density of emitted photons $Y$ obeys $dY/dt=\Gamma_rX$. Dividing by (6) gives $dY/dX=-\Gamma_r/(\Gamma+\gamma X)$, and integrating from $X_0$ to zero gives the yield

$$\frac{Y}{X_0}=\frac{\Gamma_r}{\gamma X_0}\ln\left(1+\frac{\gamma X_0}{\Gamma}\right). \tag{8}$$

For $X_0=10^{16}$ cm⁻³ this is 8.7%. An efficiency without its excitation density is therefore incomplete.

## 7. Neglected effects and the limit of temperature

**Higher orders in the phonon coupling.** At the example's coupling, a six-site ring with one phonon energy at a time gives one-phonon strengths 4% and 2% below second order, for 0.08 and 0.17 eV. Two-phonon emission adds 10% and 2.5% of the one-phonon strength. These one-dimensional figures indicate size; they are not corrections for the real crystal.

**Anisotropy.** Let the in-plane permittivity be $\varepsilon_\parallel=n^2$ and the out-of-plane one $\varepsilon_\perp$. Let the dipole lie along the in-plane direction $x$. A wave with unit field vector $\mathbf e$ enters the mode sum with weight $n_\theta^3|e_x|^2/(\mathbf e\cdot\varepsilon\cdot\mathbf e)$, where $n_\theta$ is its index for the given propagation direction. Average over propagation directions and multiply by $3/2$, so that an isotropic medium gives $n$. The ordinary waves have an in-plane field, with $|e_x|^2=1/2$ on average, and contribute $\tfrac34n$.

For the extraordinary waves, let $u$ be the cosine between the propagation direction and the crystal axis. The displacement is perpendicular to the propagation direction, so a unit displacement has in-plane component $u$, and the field is $\varepsilon^{-1}$ times the displacement. Hence $n_\theta^{-2}=u^2/\varepsilon_\parallel+(1-u^2)/\varepsilon_\perp$, and averaging over the azimuth gives $|e_x|^2/(\mathbf e\cdot\varepsilon\cdot\mathbf e)=n_\theta^2u^2/(2\varepsilon_\parallel^2)$. These waves contribute

$$\frac34\int_0^1\frac{u^2\,du}{\varepsilon_\parallel^2[u^2/\varepsilon_\parallel+(1-u^2)/\varepsilon_\perp]^{5/2}}=\frac{\varepsilon_\perp}{4n},$$

because the integrand has the antiderivative $\varepsilon_\perp u^3/\{3\varepsilon_\parallel^2[\dots]^{3/2}\}$. Relative to the isotropic $n$, the rate is multiplied by $(3+\varepsilon_\perp/\varepsilon_\parallel)/4$. For a rough $\varepsilon_\perp=3$ this is 0.81 at the stronger line. Applied to both lines, it lowers the efficiency from 30% to about 25%.

**Spin.** If collisions populated the singlet and three dark triplet states equally, $\Gamma_r$ would fall to a quarter and $\eta$ to 9.5%. This is not the worst case. At 10 K, $k_BT$ is only 0.9 meV, so if the triplets lie several meV lower and the spins reach equilibrium, almost all excitons are dark. The model assumes that singlets emit or are trapped before this happens.

**Temperature.** For electron and hole masses of one free-electron mass, a binding energy $E_b=0.3$ eV and the steady density above, equality of chemical potentials gives for the ionized fraction $f$

$$\frac{f^2X}{1-f}=\left(\frac{m_rk_BT}{2\pi\hbar^2}\right)^{3/2}e^{-E_b/k_BT},$$

where $m_r$ is the reduced mass; the spin factors $2\times2/4$ cancel if singlet and triplet excitons have the same energy. At 100 K, $f\approx3\times10^{-6}$. At 300 K it is about 0.5, so in equilibrium even this strong binding does not keep all pairs together at such low density. The value is sensitive to the rough inputs: 0.83 for $E_b=0.25$ eV, 0.26 for 0.35 eV, and 0.18 at a density of $10^{15}$ cm⁻³. Carriers and excitons lost within nanoseconds may not reach that equilibrium.

Phonon absorption also enters at 300 K. The 0.08 eV mode has occupation 0.047, but its denominator shrinks to $\Delta-\hbar\Omega=0.07$ eV. Relative to spontaneous phonon emission, the squared borrowed dipole is $0.047(0.23/0.07)^2\approx0.5$, which is not small. The 0.17 eV phonon exceeds $\Delta$, so absorbing one can create a real direct exciton, and (2) cannot simply be extended to that process. The Boltzmann factor for the direct exciton is 0.003. Only the few direct excitons whose momentum matches a photon's can emit without a phonon; most thermal ones carry far more momentum. The model's 10 K efficiency is therefore not a prediction for room temperature. Nor do these estimates imply a collapse: good bulk crystals are reported to stay bright up to room temperature. At 10 K the density is about $3\times10^{-4}$ of the thermal density of states, so classical statistics are adequate.

**The real crystal.** Good bulk crystals emit near 5.8 eV through phonon-assisted lines, with low-temperature efficiencies reported at roughly tens of per cent. The model's lines at 5.87 and 5.78 eV (211 and 215 nm) and its 30% lie in that regime. This agreement does not confirm the assumed $g$, $c_t$ or $N_t$, since different combinations give the same ratio. Device layers may break the assumption of few traps: at $10^{17}$ cm⁻³ the same model gives 0.42%. Operation at room temperature breaks the low-temperature assumption too. The numerical output below lists the main inputs and results.

## Numbers as computed

```
Indirect exciton energy: 5.95 eV
Direct minus indirect exciton: 0.15 eV
Dipole length per cell: 0.06 nm
Cell volume: 0.036 nm^3
Background permittivity: 4
Exciton-phonon coupling: 0.04 eV
Phonon 0.08 eV, photon energy: 5.87 eV
Phonon 0.08 eV, refractive index: 3.467
Phonon 0.08 eV, (d_eff/d)^2: 0.03025
Phonon 0.08 eV, radiative rate: 2.899e+07 1/s
Phonon 0.17 eV, photon energy: 5.78 eV
Phonon 0.17 eV, refractive index: 3.132
Phonon 0.17 eV, (d_eff/d)^2: 0.01562
Phonon 0.17 eV, radiative rate: 1.291e+07 1/s
Total radiative rate: 4.19e+07 1/s
Radiative lifetime: 23.87 ns
Trap density: 1e+15 cm^-3
Capture coefficient: 1e-07 cm^3/s
Annihilation coefficient: 1e-07 cm^3/s
Nonradiative lifetime: 10 ns
Total lifetime, low density: 7.047 ns
Efficiency, low density: 29.53 %
Generation rate: 1e+22 cm^-3/s
Steady exciton density: 6.728e+13 cm^-3
Steady efficiency: 28.19 %
Efficiency at G=1e+24 cm^-3/s: 10.61 %
Pulse yield at X0=1e+16 cm^-3: 8.737 %
Low-density efficiency, g times 0.5: 9.481 %
Low-density efficiency, g times 2.0: 62.63 %
Contact probability, hopping 0.5 eV: 0.5557
Contact probability, hopping 3.0 eV: 0.04201
Efficiency, Delta=1.0 eV: 1.623 %
Efficiency, dispersive pair: 1.973 %
Efficiency, both changes: 0.1056 %
Efficiency, traps 1e+17 cm^-3: 0.4172 %
Phonons needed to cross the gap: 35
Multiphonon rate, S=3.0, 1 eV coupling: 1.4e-08 1/s
Ring 0.08 eV, strength/second order: 0.9562
Ring 0.08 eV, two-/one-phonon: 0.09871
Ring 0.17 eV, strength/second order: 0.9833
Ring 0.17 eV, two-/one-phonon: 0.02519
Anisotropy rate factor, eps_out=3.0: 0.8124
Efficiency, equal spin mixing: 9.481 %
Density/state density at 10 K: 0.00031
Ionized fraction at 100 K, Eb=0.3 eV: 3.1e-06
Direct/indirect Boltzmann factor, 100 K: 2.76e-08
Ionized fraction at 300 K, Eb=0.3 eV: 0.531
Direct/indirect Boltzmann factor, 300 K: 0.00302
Occupation of 0.08 eV phonon at 300 K: 0.0474
```
